Spin-orbit coupling in a p shell and germanium's valence splitting

**Problem**

The top of germanium's valence band at zero wavevector is built mainly from p orbitals. Without spin-orbit coupling it would hold six states of equal energy, counting spin. Spin-orbit coupling separates them into an upper group of four and a lower, "split-off" pair. The separation is Δ = 0.29 eV.

Describe the coupling by an onsite term

H = λ L·S,

where L is the orbital angular momentum and S the spin, both in units of ħ. They are therefore dimensionless, with S = σ/2 in terms of the Pauli matrices, and λ > 0 is an energy.

(a) Estimate λ by scaling. (b) Diagonalise H in the basis p_x, p_y, p_z with spin and find λ. (c) Explain the difference between the two answers. (d) Decide whether a one-atom formula may be used for a crystal, and how far strain and orbital mixing move the result.

**First estimate by scaling**

H contains one energy, λ, so the splitting must be a pure number times λ. In a p shell a component of L is at most 1 in size, and a component of S is 1/2. If the two are treated as arrows that are either parallel or antiparallel, L·S is +1/2 or −1/2, and the levels lie at ±λ/2. Their separation is λ, which gives

λ ≈ Δ = 0.29 eV.

The scaling Δ ∝ λ is secure. The factor of one is a guess, because the components of L, like those of S, do not commute and cannot all be treated as fixed arrows.

**Exact solution**

*Orbital part.* The three orbitals are x, y and z times a common radial function. The operator L = −i r×∇ gives zero on any function of r alone, since the gradient of such a function is parallel to r. The radial factor therefore passes through L, and it is enough to act on x, y and z. For example,

L_z x = −i(x ∂/∂y − y ∂/∂x) x = i y,
L_z y = −i x,
L_z z = 0.

Cyclic exchange of the axes gives the rest:

L_x y = i z, L_x z = −i y, L_x x = 0,
L_y z = i x, L_y x = −i z, L_y y = 0.

*Spin part.* From S = σ/2,

S_x↑ = ½↓, S_y↑ = (i/2)↓, S_z↑ = ½↑,
S_x↓ = ½↑, S_y↓ = −(i/2)↑, S_z↓ = −½↓.

*Products.* Acting with L·S = L_x S_x + L_y S_y + L_z S_z on x↑, the first term vanishes. The second gives (−i z)(i/2)↓ = ½ z↓, and the third gives (i y)½↑. The same procedure for y↑ and z↓ yields

L·S x↑ = ½(i y↑ + z↓),
L·S y↑ = ½(−i x↑ + i z↓),
L·S z↓ = ½(x↑ − i y↑).

These three states transform among themselves. The remaining states x↓, y↓, z↑ form a second closed set. Time reversal changes the sign of both L and S, leaves L·S unchanged, and carries the first set into the second, so both sets have the same energies.

*Diagonalisation.* The coefficients above are the columns of the matrix. In the order x↑, y↑, z↓, the first block is H = (λ/2)A with

A = [[0, −i, 1], [i, 0, −i], [1, i, 0]].

Its eigenvalues a satisfy det(a − A) = 0. Expanding along the first row, (a, i, −1), gives

det(a − A) = a(a² − 1) − i(−i a + i) − (−1 + a)
= a³ − a + (−a + 1) + (1 − a)
= a³ − 3a + 2
= (a − 1)²(a + 2).

Thus a = 1, 1, −2, and multiplication by λ/2 gives the energies λ/2, λ/2, −λ. With the second block included,

E = +λ/2 (four states), E = −λ (two states).

The sum 4(λ/2) + 2(−λ) is zero, as it must be, since every diagonal element of H is zero.

*The split-off state.* Set a = −2 and choose the first component of the vector to be 1. The first two rows of (A + 2)v = 0 are

2 − i v₂ + v₃ = 0,
i + 2v₂ − i v₃ = 0.

The first gives v₃ = −2 + i v₂. Inserting this in the second gives 3i + 3v₂ = 0, so v₂ = −i and v₃ = −1. The third row, 1 + i v₂ + 2v₃ = 1 + 1 − 2 = 0, is also satisfied. The normalised vector is (1, −i, −1)/√3: each of the three orbitals carries one third of the weight. The spin-up part is proportional to x − i y and the spin-down part to z, with equal prefactors in size. Their squared magnitudes add to x² + y² + z² = r², times a radial factor, so the charge density is spherical. The orbital and spin moments of this particular state still lie along the z axis.

*Check by total angular momentum.* With J = L + S, squaring gives J² = L² + S² + 2 L·S, and therefore

L·S = ½[j(j + 1) − 2 − 3/4].

For j = 3/2 this is ½(15/4 − 11/4) = 1/2, with 2j + 1 = 4 states. For j = 1/2 it is ½(3/4 − 11/4) = −1, with two states. Both the energies and the counts agree.

*Result.* The splitting is

Δ = λ/2 − (−λ) = 3λ/2, so λ = 2Δ/3.

For germanium,

λ = 2(0.29 eV)/3 = 0.193 eV.

The four upper states lie 0.097 eV above the unsplit level and the pair lies 0.193 eV below it. If Δ is known only to ±0.005 eV, λ lies between 0.190 and 0.197 eV, so the third digit records the arithmetic rather than the accuracy of the input. If the coupling is written with L·σ instead of L·S, its coefficient is λ/2 = Δ/3 = 0.097 eV; a quoted spin-orbit parameter therefore needs its convention stated.

**Comparison of the two answers**

The estimate of 0.29 eV is 50% above the exact 0.193 eV. The cause can be found inside the block. Keep L_z S_z alone for a moment. Its eigenstates are (x + i y)↑/√2 with a = +1, (x − i y)↑/√2 with a = −1, and z↓ with a = 0. The outer two have energies ±λ/2, the parallel and antiparallel arrows of the estimate.

The remaining terms, L_x S_x + L_y S_y, flip the spin. They do not connect the parallel state to z↓, because the two contributions to that matrix element cancel: (1 − 1)/√2 = 0. For the antiparallel state they add: (1 + 1)/√2 = √2. The antiparallel state and z↓ therefore share the matrix

[[−1, √2], [√2, 0]],

whose eigenvalues obey a² + a − 2 = 0, so a = 1 and a = −2. The estimate has the upper level right. It misses the spin-flip terms, which push the lower level from −λ/2 to −λ.

**From one atom to the crystal**

Germanium has two atoms, A and B, per cell. Consider a nearest-neighbour model with s and p orbitals. Let d be the unit vectors along the four tetrahedral bonds of an A atom. At zero wavevector the hopping terms of the four bonds add without phase factors. The s-p hopping is proportional to the sum of d, which is zero. The p-p hopping along one bond is (V_ppσ − V_ppπ)d_i d_j + V_ppπ δ_ij. Since the sum of d_i d_j over the bonds is (4/3)δ_ij, the total is T δ_ij with

T = (4/3)(V_ppσ − V_ppπ) + 4V_ppπ = (4/3)(V_ppσ + 2V_ppπ).

For T > 0 the combinations (p_A − p_B)/√2 lie at −T and (p_A + p_B)/√2 at +T, measured from the p energy. The lower, bonding set forms the valence top if the antibonding s level lies above it, as it does for the values used below. With the same λ on both atoms, the spin-orbit term within this set is ½(λ + λ)L·S = λ L·S, and its coupling to the antibonding set is ½(λ − λ)L·S = 0. Hence Δ = 3λ/2 holds in this model whatever the hopping values, provided the order of the bands is kept. In a compound with different λ on its two atoms this argument fails: the coupling does not cancel, and, usually more important, unequal p energies put unequal weight on the two atoms, so the two values of λ do not enter equally.

Take round values of roughly germanium's size: V_ppσ = 2.8 eV and V_ppπ = −0.8 eV. Then T = (4/3)(2.8 − 1.6) eV = 1.6 eV. With V_ss = −1.7 eV, V_sp = 2.0 eV and an s level 7.0 eV below the p level, a numerical search for the λ that splits the valence top of the full 16-state crystal Hamiltonian by 0.29 eV returns 0.1933 eV, in agreement with 2Δ/3.

**What the model leaves out**

*Other orbitals.* In a real crystal the valence top also contains some d character. Let a fraction w of its weight lie in orbitals whose own spin-orbit coupling is neglected. The p part then contributes (1 − w)λ_p L·S to first order, so

λ_p ≈ 2Δ/[3(1 − w)].

For an illustrative w = 0.10, not a computed value for germanium, λ_p = 0.1933/0.90 eV = 0.215 eV, which is 11% above the pure-p result. The d orbitals that mix in are yz, zx and xy. Within that set L has the opposite sign to L in the p shell, so their own coupling λ_d, if kept, would reduce Δ and raise the estimate further, to λ_p ≈ (2Δ/3 + wλ_d)/(1 − w). The value 0.193 eV is thus the parameter of a model with s and p orbitals. It is not the coupling of a free germanium atom, which is smaller, about 0.11 eV when fitted to the measured levels of the atom's 4p² configuration. Mixing of the kind assumed here raises λ_p and so does not explain that difference.

*Strain.* Germanium films grown on (001) silicon for photodetectors typically carry a biaxial tension of roughly ε = 0.2%. With a rough elastic ratio C₁₂/C₁₁ = 0.37, the film contracts along its normal z by 2 × 0.37 × 0.2% = 0.148%. Strain adds a term t(L_z² − 2/3), which places p_x and p_y at t/3 and p_z at −2t/3. In the usual convention for the shear deformation potential b, roughly −2.5 eV here,

t = 3b(ε_xx − ε_zz) = 3(−2.5 eV)(0.00200 + 0.00148) = −0.026 eV.

The parallel state stays uncoupled, at λ/2 + t/3. The other two states of the block have diagonal energies −λ/2 + t/3 and −2t/3 and coupling λ/√2, so their separation is

G = √[(t − λ/2)² + 2λ²] = √(t² − tλ + 9λ²/4).

For tension (t < 0) the upper of these two is the new valence top. With the numbers above G = 0.300 eV, and the four formerly degenerate states are split by 0.018 eV. Applying λ = 2Δ/3 to G would give 0.200 eV, about 3% too high (2.5% to 3.9% for b between −1.9 and −2.9 eV).

Two limits show the range of the method. For |t| ≪ λ, expansion of the root gives G ≈ 3λ/2 − t/3, so the unstrained formula is recovered with a small linear correction. For |t| ≫ λ with t < 0, the root gives G ≈ |t| + λ/2: the gap then measures mainly strain, and 2G/3 is no estimate of λ.

*Temperature of use.* At 300 K, k_BT = 0.0259 eV. For a dilute gas of holes in unstrained germanium, the occupation of a split-off state at zero wavevector relative to a state at the valence top is exp(−0.29/0.0259), about 10⁻⁵. Thermal holes therefore rarely occupy the split-off band. This concerns the occupation of the levels and does not alter the relation between Δ and λ.

Of the three changes to the inferred λ estimated here, orbital mixing gives 11% for the assumed w = 0.10, strain about 3% and the rounding of Δ just under 2%. This order depends on w, which was not computed: mixing outweighs strain only if w exceeds about 0.03. The values behind these figures are listed in the numerical output.

Table of computed values

```
Levels of L.S (units of lam): [-1.  -1.   0.5  0.5  0.5  0.5]
J^2 of these levels: [0.75 0.75 3.75 3.75 3.75 3.75]
Characteristic polynomial of A: [ 1. -0. -3.  2.]
Split-off weight per orbital: [0.3333 0.3333 0.3333]
Input splitting Delta = 0.29 eV
Spin-orbit energy lam = 0.1933 eV
Upper level +lam/2 = 0.0967 eV
Lower level -lam = -0.1933 eV
Coefficient of L.sigma = 0.0967 eV
Crystal: s energy relative to p = -7.0 eV
Crystal: V_ss, V_sp, V_ppsigma, V_pppi = (-1.7, 2.0, 2.8, -0.8) eV
Crystal: p-p bond sum T = 1.600 eV
Crystal: valence top without spin-orbit = -1.600 eV
Crystal: lam by root search, set 1 = 0.1933 eV
Crystal: lam by root search, set 2 = 0.1933 eV
Rounding: half last digit of Delta = 0.005 eV
Rounding: lam from 0.1900 to 0.1967 eV
Admixture: non-p weight w = 0.10
Admixture: required p-orbital lam = 0.2148 eV
Admixture: two-shell splitting = 0.2902 eV
Strain: in-plane = 0.20 %
Strain: out-of-plane = -0.148 %
Strain: deformation potential b = -2.5 eV
Strain: elastic ratio C12/C11 = 0.37
Strain: t = -0.0261 eV
Strain: splitting of top four states = 0.0179 eV
Strain: top to split-off gap = 0.2997 eV
Strain: apparent lam from that gap = 0.1998 eV
Temperature = 300 K
Thermal energy = 0.02585 eV
Boltzmann factor exp(-Delta/kT) = 1.34e-05
```
